# Spin-orbit constant and magnetic two-electron operators of an f shell, part 2

An atom or ion has closed shells \(c = n'l'\) and one open shell \(a = nl\), \(l\ge1\), with \(N\) electrons. We seek the coefficient \(\zeta\) of \(\sum_i\mathbf l_i\cdot\mathbf s_i\) and the remaining spin-dependent pair operators, to first order in the Breit-Pauli Hamiltonian within this configuration. Atomic units are used; \(\alpha\) is the fine-structure constant and \(Z\) the point nuclear charge. Each shell has one real radial function \(R=P/r\), \(\int P^2dr=1\), and \(\langle\cdot\rangle=\int P_a^2(\cdot)\,dr\). With \(\mathbf p=-i\nabla\), \(\mathbf l=\mathbf r\times\mathbf p\), \(\mathbf r_{12}=\mathbf r_1-\mathbf r_2\), \(g=1/r_{12}\),

\[ h_{12} = \frac{\alpha^2}{2}\big[\mathbf A_1\cdot(\mathbf s_1+2\mathbf s_2) + \mathbf A_2\cdot(\mathbf s_2+2\mathbf s_1)\big], \qquad \mathbf A_1 = \nabla_1 g\times\mathbf p_1, \]

\[ h^{ss}_{12} = \alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r_{12}^3} - \frac{3(\mathbf s_1\cdot\mathbf r_{12})(\mathbf s_2\cdot\mathbf r_{12})}{r_{12}^5}\right], \]

the latter with a small sphere about \(r_{12}=0\) cut out. The spin-spin contact term is omitted.

Notation: \(\Lambda_x=x(x+1)\), \(\omega=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2\), \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\), \((pq|\mathbf A|rs)=\iint p^*(1)\,r^*(2)\,\mathbf A_1\,q(1)\,s(2)\), and

\[ g = \sum_k g_k P_k(\omega), \quad g_k = \frac{r_<^k}{r_>^{k+1}}, \quad P_k(\omega) = \sum_q(-1)^q C^k_q(1)\,C^k_{-q}(2), \]

\[ M^k(a,c) = \frac{\alpha^2}{4}\iint_{r_1>r_2} P_a^2(r_1)\,\frac{r_2^k}{r_1^{k+3}}\,P_c^2(r_2)\,dr_1dr_2, \quad M^k \equiv M^k(a,a). \]

**Part (a).** \(\mathbf A_1\) is Hermitian: its factors reorder freely because \(\partial_j\partial_kg\) is symmetric. Summing direct minus exchange elements of \(h_{12}\) over a full shell \(c\) gives \([\zeta_{\rm dir}(c)+\zeta_{\rm ex}(c)]\,\mathbf l\cdot\mathbf s\), even if \(c\) is the open shell.

**Part (b).** \(\zeta_{\rm nuc}=(\alpha^2/2)Z\langle r^{-3}\rangle\), \(\zeta_{\rm dir}(c)=-2(4l'+2)M^0(a,c)\).

**Part (c).** With \(\rho=P_aP_c\), \(v_k(r_1)=\int g_k\rho(r_2)\,dr_2\), \(A_k=\int\rho\,\frac{v_k'}{r}\,dr\), \(W=P_aP_c'-P_cP_a'\),

\[ N^k = \frac{\alpha^2}{4}\iint_{r_1>r_2}\rho(r_1)\frac{r_2^k}{r_1^{k+3}}\rho(r_2), \quad U^k = \frac{\alpha^2}{4}\int\frac{W}{r}\,v_k\,dr, \]

\[ \frac{\alpha^2}4A_k = -(k+1)N^k+kN^{k-2}, \quad \frac{\alpha^2}4\int\rho\frac{v_k}{r^2}dr = N^k+N^{k-2}, \]

\[ \zeta_{\rm ex}(c) = -\frac{6(2l'+1)}{\Lambda_l}\sum_kw_k\Big\{-\big[(k+1)a_k+\tfrac k2b_k\big]N^k+\big[ka_k+\tfrac{k+1}2b_k\big]N^{k-2}-\tfrac12b_kU^k\Big\}, \]

where \(k=|l-l'|,|l-l'|+2,\dots,l+l'\), \(a_k=\Lambda_l+\Lambda_{l'}-\Lambda_k\), \(b_k=\Lambda_l+\Lambda_k-\Lambda_{l'}\), and \(w_k=(l\,k\,l';0\,0\,0)^2\).

"The program" is a numerical check against analytic Gaussian integrals for model shells.

**(d)** For two electrons in the open shell, write \(\mathbf A_1\) as an operator on the angular functions and determine which radial integrals occur.

*Solution.* In \((ab|\mathbf A|cd)\) all four orbitals now have the radial function \(P=P_a\). Integration over electron 2 gives the potential \(\sum_{kq}(-1)^q\langle c|C^k_{-q}|d\rangle\,v_k(r)C^k_q\), with \(v_k = \int g_kP^2dr_2\); parity and the triangle rule restrict \(k\) to even values up to \(2l\). Take one term \(V = v(r)f(\Omega)\), \(f = C^k_q\). With \(\nabla = \hat{\mathbf r}\partial_r+r^{-1}\nabla_\Omega\) and \(\mathbf l = -i\hat{\mathbf r}\times\nabla_\Omega\), one has \(\nabla V = v'f\hat{\mathbf r}+(v/r)\nabla_\Omega f\), and the three non-vanishing cross products with \(\mathbf p\) are

\[ \nabla V\times\mathbf p = \frac{v'}rf\,\mathbf l-\frac vr(\mathbf lf)\,\partial_r-i\frac v{r^2}\nabla_\Omega f\times\nabla_\Omega. \]

The middle term comes from \(-i\nabla_\Omega f\times\hat{\mathbf r} = i\hat{\mathbf r}\times\nabla_\Omega f = -(\mathbf lf)\), where \((\mathbf lf)\) is a function. Its radial integral is \(\int R(v/r)R'r^2dr = \tfrac12\int rv(R^2)'dr = -\tfrac12\int R^2(v+rv')dr = -\tfrac12[\langle v/r^2\rangle+\langle v'/r\rangle]\). The radial average is therefore

\[ \langle v'/r\rangle\,\mathbf O+\langle v/r^2\rangle\,\mathbf D, \qquad \mathbf O = f\mathbf l+\tfrac12(\mathbf lf) = \tfrac12\{f,\mathbf l\}, \qquad \mathbf D = \tfrac12(\mathbf lf)-i\nabla_\Omega f\times\nabla_\Omega, \]

where \(\mathbf l(f\psi) = (\mathbf lf)\psi+f\mathbf l\psi\) gives the anticommutator. Neither \(\mathbf O\) nor \(\mathbf D\) depends on \(v\) or \(R\); both are taken as matrices in the \(2l+1\) states of the shell.

The components \(O_{q\mu}\) and \(D_{q\mu}\) transform under rotations as a product of ranks \(k\) and 1, so they split into parts of rank \(k-1,k,k+1\). Rank \(k\) is excluded as follows. Let \(\theta(X) = (X^\dagger)^*\), a linear map that reverses products, with \(\theta(f)=f\) for any function, \(\theta(\mathbf p) = -\mathbf p\) and \(\theta(\mathbf l) = -\mathbf l\). Then \(\theta(\nabla V\times\mathbf p) = -\nabla V\times\mathbf p\), the reordering being free as in part (a); also \(\theta(\mathbf O) = -\mathbf O\), and hence \(\theta(\mathbf D) = -\mathbf D\). Inside the shell the top component of a rank-\(K\) tensor raises \(m\) by \(K\) and commutes with \(l_+\), which makes it proportional to \(l_+^K\), with \(\theta = (-1)^K\). Because \(\theta([\mathbf l,X]) = [\mathbf l,\theta(X)]\), the lower components, obtained by commutation with \(l_-\), share this sign. Only odd ranks are allowed, and \(k\) is even. So \(\mathbf O = \mathbf O_{k+1}+\mathbf O_{k-1}\), and likewise for \(\mathbf D\).

Two special choices of \(v\) fix \(\mathbf D\). First let \(v=r^k\), for which the average is \(\langle r^{k-2}\rangle(k\mathbf O+\mathbf D)\). The top component of the rank-\((k+1)\) part has \(q=k\), \(\mu=+1\). There \(V\propto(x+iy)^k\), \(\nabla V\propto\mathbf e = (1,i,0)\), and the \(\mu=+1\) component is proportional to \(\mathbf e\cdot(\mathbf e\times\mathbf p) = 0\). A tensor whose top component vanishes is zero, so \(\mathbf D_{k+1} = -k\mathbf O_{k+1}\). Second let \(v=r^{-k-1}\), with \(R\) chosen to vanish near the origin, for which the average is \(\langle r^{-k-3}\rangle[-(k+1)\mathbf O+\mathbf D]\). Each component of the gradient of \(I_{kq} = C^k_q/r^{k+1}\) is harmonic and homogeneous of degree \(-k-2\), hence a combination of the \(I_{k+1,q'}\). The operator \(\nabla V\times\mathbf p\) lies in the span of the products \(I_{k+1,q'}\,p_\nu\), which holds ranks \(k,k+1,k+2\) only. Its rank-\((k-1)\) part is zero, so \(\mathbf D_{k-1} = (k+1)\mathbf O_{k-1}\).

The radial averages are those of part (c) with \(\rho = P^2\): \((\alpha^2/4)\langle v_k'/r\rangle = -(k+1)M^k+kM^{k-2}\) and \((\alpha^2/4)\langle v_k/r^2\rangle = M^k+M^{k-2}\). The coefficient of \(\mathbf O_{k+1}\) is \(-(k+1)M^k+kM^{k-2}-k(M^k+M^{k-2}) = -(2k+1)M^k\), and that of \(\mathbf O_{k-1}\) is \(-(k+1)M^k+kM^{k-2}+(k+1)(M^k+M^{k-2}) = (2k+1)M^{k-2}\). Thus, with \(\boldsymbol{\mathcal A}_1 = (\alpha^2/4)\mathbf A_1\) averaged over both radii and \(\mathbf O^{kq} = \tfrac12\{C^k_q,\mathbf l\}\),

\[ \boldsymbol{\mathcal A}_1 = \sum_{kq}(-1)^q(2k+1)\big[-M^k\,\mathbf O^{kq}_{k+1}(1)+M^{k-2}\,\mathbf O^{kq}_{k-1}(1)\big]C^k_{-q}(2), \]

\[ h_{12} = 2\big[\boldsymbol{\mathcal A}_1\cdot(\mathbf s_1+2\mathbf s_2)+\boldsymbol{\mathcal A}_2\cdot(\mathbf s_2+2\mathbf s_1)\big]. \]

The two ranks are separated by \(\mathcal L^2X = \sum_i[l_i,[l_i,X]]\), which has eigenvalue \(\Lambda_K\) on rank \(K\). Since \(\Lambda_{k+1}-\Lambda_{k-1} = 2(2k+1)\), one has \((2k+1)\mathbf O_{k+1} = \tfrac12(\mathcal L^2-\Lambda_{k-1})\mathbf O\) and \((2k+1)\mathbf O_{k-1} = \tfrac12(\Lambda_{k+1}-\mathcal L^2)\mathbf O\). For \(k=0\), \(\mathbf O=\mathbf l\) is pure rank 1 and \(M^{-2}\) does not appear. For \(k=2l\), rank \(2l+1\) does not exist among \((2l+1)\)-dimensional matrices, so \(M^{2l}\) does not appear. An f shell needs \(M^0,M^2,M^4\). The program tests this form against the full set of f-shell spatial integrals.

**(e)** Part of the intra-shell operator \(H_{oo} = \sum_{i<j}h_{ij}\) behaves like \(\sum_i\mathbf l_i\cdot\mathbf s_i\). Define that part uniquely, evaluate it for an f shell, and assemble \(\zeta\).

*Solution.* For a one-electron operator \(x\), \(\sum_{i<j}(x_i+x_j) = (N-1)\sum_ix_i\), since each electron belongs to \(N-1\) pairs. For any number \(c\), with \(x=\mathbf l\cdot\mathbf s\),

\[ H_{oo} = (N-1)\,c\sum_i\mathbf l_i\cdot\mathbf s_i+H_{\rm res}, \qquad H_{\rm res} = \sum_{i<j}\big[h_{ij}-c(x_i+x_j)\big]. \]

Only the sum has physical meaning, so \(c\) is a convention, and values of \(\zeta\) obtained with different partitions differ by multiples of the \(M^k\). Here \(c\) is fixed by requiring that the antisymmetrized partial trace \(\langle a|\tau(W)|b\rangle = \sum_c[\langle ac|W|bc\rangle-\langle ac|W|cb\rangle]\), over all \(n=4l+2\) spin orbitals of the shell, vanish for the residual pair operator. For \(W = h_{12}\) this sum is the operator of parts (a) to (c) with the closed shell set equal to the open one: \(\tau(h) = \zeta_{\rm full}\,\mathbf l\cdot\mathbf s\), where \(N^k\to M^k\) and \(U^k=0\) because its integrand contains \(P_aP_c'-P_cP_a'\), which vanishes for \(P_c=P_a\). For \(x_1+x_2\) the direct sum is \(nx_{ab}+\delta_{ab}\,{\rm tr}\,x\) and the exchange sum is \(\sum_c(x_{ac}\delta_{cb}+\delta_{ac}x_{cb}) = 2x_{ab}\). As \({\rm tr}\,\mathbf l\cdot\mathbf s=0\), \(\tau(x_1+x_2) = (n-2)x = 4l\,x\), and

\[ c = \frac{\zeta_{\rm full}}{4l}, \qquad \zeta = \frac{\alpha^2}2Z\langle r^{-3}\rangle+\sum_{c\ \rm closed}\big[-2(4l'+2)M^0(a,c)+\zeta_{\rm ex}(c)\big]+(N-1)\,c. \]

This choice has two consequences. The first is that \(H_{\rm res}\) is trace-orthogonal to \(\sum x_i\) for every \(N\). Take the basis in which \(x\) is diagonal with eigenvalues \(x_p\), and let \(W_{qr}\) be the diagonal antisymmetrized elements of the residual pair operator. The trace over determinants is \(\sum_D(\sum_{p\in D}x_p)(\sum_{q<r\in D}W_{qr})\). A triple \(p,q,r\) occurs in \(\binom{n-2}{N-2}\) determinants if \(p\) is \(q\) or \(r\), and in \(\binom{n-3}{N-3}\) otherwise. The trace is therefore \(\binom{n-3}{N-3}({\rm tr}\,x)\sum_{q<r}W_{qr}\) plus a multiple of \(\sum_{q<r}(x_q+x_r)W_{qr} = \sum_qx_q\tau_{qq}\), and both vanish. Hence \(\zeta\) is the least-squares best single constant over all states of \(l^N\). The second consequence concerns \(N=4l+1\). A diagonal element with a hole in \(p\) is \(\sum_{q<r}W_{qr}-\tau_{pp}\), where the first sum is \(\tfrac12{\rm tr}\,\tau\). An element between holes \(p\ne q\) is, up to sign, a sum over the common occupied orbitals, and the two missing orbitals add nothing by antisymmetry, so it equals an off-diagonal element of \(\tau\). All vanish: \(H_{\rm res}=0\) for one hole, and \(H_{oo} = \zeta_{\rm full}\sum\mathbf l\cdot\mathbf s\). By contrast, the mean field of a spherically averaged shell with occupation \(N/(4l+2)\) per spin orbital gives \(N\zeta_{\rm full}/(4l+2)\), which is not zero at \(N=1\), where no pair exists.

For \(l=l'=3\): \(\Lambda_l=12\), \(a_k=24-\Lambda_k\), \(b_k=\Lambda_k\), the prefactor is \(-6\cdot7/12=-7/2\), and \(w_k = 1/7,\ 4/105,\ 2/77,\ 100/3003\) for \(k=0,2,4,6\). The braces are

- \(k=0\) (\(a=24,b=0\)): \(-24M^0\);
- \(k=2\) (\(a=18,b=6\)): \(-(54+6)M^2+(36+9)M^0 = -60M^2+45M^0\);
- \(k=4\) (\(a=4,b=20\)): \(-(20+40)M^4+(16+50)M^2 = -60M^4+66M^2\);
- \(k=6\) (\(a=-18,b=42\)): \(-(-126+126)M^6+(-108+147)M^4 = 39M^4\).

Weighted with \(w_k\), the coefficient of \(M^0\) is \(-24/7+12/7=-12/7\), that of \(M^2\) is \(-16/7+12/7=-4/7\), and that of \(M^4\) is \(-120/77+100/77=-20/77\). Multiplying by \(-7/2\) gives \(\zeta_{\rm ex} = 6M^0+2M^2+\tfrac{10}{11}M^4\), and with the direct term \(-28M^0\),

\[ \zeta_{\rm full} = -22M^0+2M^2+\tfrac{10}{11}M^4, \qquad c = -\tfrac{11}6M^0+\tfrac16M^2+\tfrac5{66}M^4. \]

The intra-shell exchange term is positive: it raises \(\zeta\). The integral \(M^6\) cancels, as part (d) requires. The program tests that the partial trace of the operator of part (d) gives these coefficients, that the projection of \(H_{oo}\) on \(\sum\mathbf l\cdot\mathbf s\) in the determinant basis of f³ is \(2c\) while a residual remains, and that \(H_{oo} = 12c\sum\mathbf l\cdot\mathbf s\) in f¹³.

**(f)** Express the spin-spin operator inside the shell through Marvin integrals, with attention to the surface \(r_1=r_2\). Does it contribute to \(\zeta\)?

*Solution.* As a distribution, \(\partial_a\partial_b(1/r) = (3x_ax_b-r^2\delta_{ab})/r^5-\tfrac{4\pi}3\delta_{ab}\delta(\mathbf r)\), the first term with spherical excision. Since \(g\) depends on \(\mathbf r_1-\mathbf r_2\), \(T_{ab} = \partial_{1a}\partial_{2b}g = -\partial_{1a}\partial_{1b}g = -\partial_{2a}\partial_{2b}g\). Comparison with the definition gives \(h^{ss}_{12} = \alpha^2s_{1a}s_{2b}\tilde T_{ab}\), where \(\tilde T\) is the traceless part of the symmetric tensor \(T\). With spherical components \(V_{\pm1} = \mp(V_x\pm iV_y)/\sqrt2\), \(V_0=V_z\), and \([\cdot\,\cdot]^2_\mu\) the Clebsch-Gordan coupling to rank 2, the contraction is \(\sum_\mu(-1)^\mu[s_1s_2]^2_{-\mu}T_\mu\) with \(T_\mu = -[\nabla\nabla]^2_\mu g\). The sign is confirmed by two unit vectors along \(z\): \([zz]^2_0=\sqrt{2/3}\), whose square \(2/3\) is the traceless contraction \(1-\tfrac13\).

For \(r_1>r_2\), \(g = \sum_{kq}(-1)^qr_2^kC^k_{-q}(2)I_{kq}(1)\), and the derivatives are applied to electron 1. By part (d) the gradient of \(I_{kq}\) is pure rank \(k+1\), so rotational covariance gives \(\nabla_\mu I_{kq} = -\beta_k\langle kq1\mu|k+1,q+\mu\rangle I_{k+1,q+\mu}\). On the positive \(z\) axis \(I_{k0}=z^{-k-1}\) and \(\partial_zI_{k0} = -(k+1)I_{k+1,0}\); with \(\langle k010|k+1,0\rangle = \sqrt{(k+1)/(2k+1)}\) this fixes \(\beta_k = \sqrt{(k+1)(2k+1)}\). Two gradients give pure rank \(k+2\): \([\nabla\nabla]^2_\mu I_{kq} = c_k\langle kq2\mu|k+2,q+\mu\rangle I_{k+2,q+\mu}\). For \(q=k\), \(\mu=2\), \([\nabla\nabla]^2_2=\nabla_{+1}\nabla_{+1}\) and every coupling coefficient is 1, so

\[ c_k = \beta_k\beta_{k+1} = \sqrt{(k+1)(k+2)(2k+1)(2k+3)}. \]

The radial factor is \(r_2^k/r_1^{k+3}\), whose average times \(\alpha^2\) is \(4M^k\). The region \(r_2>r_1\) gives the same with the electrons interchanged. The smooth part is

\[ h^{ss}_{12} = -4\sum_kc_kM^k\sum_{\mu q}(-1)^{\mu+q}[s_1s_2]^2_{-\mu}\langle kq2\mu|k+2,q+\mu\rangle\big[C^{k+2}_{q+\mu}(1)C^k_{-q}(2)+(1\leftrightarrow2)\big], \]

with \(k\) even and \(k+2\le2l\), that is \(M^0,M^2,M^4\) for f.

A second derivative of the piecewise function \(g_k\) also has a surface term. In \(\partial_{2b}(g_kP_k)\) the tangential part is continuous in \(r_1\), while the radial part \(\hat r_{2b}P_k\,\partial_{r_2}g_k\) takes at \(r_1=r_2=r\) the value \(-(k+1)/r^2\) from below and \(k/r^2\) from above. The step \((2k+1)/r^2\) produces \(\hat r_{1a}\hat r_{2b}\,\delta(r_1-r_2)\,r^{-2}\sum_k(2k+1)P_k(\omega)\), and \(\sum_k(2k+1)P_k = 4\pi\delta(\Omega_1,\Omega_2)\). Hence

\[ T_{ab} = T_{ab}^{\rm smooth}+4\pi\,\hat r_a\hat r_b\,\delta(\mathbf r_{12}). \]

Its trace \(4\pi\delta\) agrees with \(\nabla_1\cdot\nabla_2g = -\nabla_1^2g\). Its traceless part \(4\pi(\hat r_a\hat r_b-\tfrac13\delta_{ab})\delta(\mathbf r_{12})\) belongs to \(\tilde T\) and is not small in single spatial integrals: for the model f function its largest \(\mu=0\) element is 0.90 of the largest smooth one. It multiplies \([s_1s_2]^2\), which has rank 2 in the total spin and so has elements only between triplets, and a triplet pair has an antisymmetric spatial function that vanishes at \(\mathbf r_1=\mathbf r_2\). Between antisymmetric states the term is absent, and the smooth formula is complete. The program tests both statements: the raw integrals minus the delta term against the smooth formula, and the f² matrix from the full traceless tensor against the smooth formula alone.

The partial trace over a full shell preserves the spin rank, and a one-electron operator on spin \(\tfrac12\) has rank 0 or 1. So \(\tau(h^{ss})=0\): spin-spin adds nothing to \(\zeta\) from closed shells or from the open shell, and by the argument of part (e) it vanishes for one hole, which the program tests in f¹³.

The magnetic interactions within the open shell are now expressed through Marvin integrals, and \(\zeta\) has been uniquely defined and assembled, with no spin-spin contribution. It remains to find how the residual and spin-spin operators act in the triplet terms of f², and to evaluate \(\zeta\) and the level shifts for Pr³⁺.
